# When a shifted end site binds a Tamm state

At the boundary between a metal gate and an insulator, the outermost atoms of the insulator have surroundings unlike those in its interior, so their orbital energies are shifted. This problem asks when such a shift produces a state bound to the interface.

The model is a half-infinite row of sites \(n=0,1,2,\dots\), spaced by \(a\), with one orthonormal orbital per site. Every site has energy \(E_0\) except the end site \(n=0\), which has \(E_0+U\), with \(U\) real. Neighbouring sites are coupled by the matrix element \(-t\), with \(t>0\). There is one electron, and nothing lies beyond the end. A Tamm state is an eigenstate with amplitudes \(\psi_n\) for which \(\sum_n|\psi_n|^2\) is finite.

## (a) The equations

**Write the eigenvalue equations. Show that a Tamm state has real energy, that its amplitudes can be chosen real with \(\psi_0\neq0\), and that the sign of the hopping does not matter.**

**Solution.** Projecting \(H\psi=E\psi\) on an interior site and on the end site gives

\[
E\psi_n=E_0\psi_n-t(\psi_{n+1}+\psi_{n-1}),\quad n\ge1,
\]
\[
E\psi_0=(E_0+U)\psi_0-t\psi_1 .
\]

With \(x=(E_0-E)/t\), the interior equation becomes

\[
\psi_{n+1}+\psi_{n-1}=x\psi_n. \tag{1}
\]

The end equation is

\[
(E-E_0-U)\psi_0=-t\psi_1. \tag{2}
\]

For a normalizable state, \(E=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle\), which is real because \(H\) is Hermitian. If \(\psi_0\) were zero, (2) would give \(\psi_1=0\), and (1) would then make every amplitude zero. So \(\psi_0\ne0\), and we may choose it real. All coefficients are real, so the other amplitudes are real too.

Replacing \(\psi_n\) by \((-1)^n\psi_n\) reverses the sign of each neighbour term relative to the site term. This turns hopping \(-t\) into \(+t\) without changing \(E\), \(U\) or any probability. The existence condition can therefore involve only the magnitude of the hopping.

## (b) No bound state within the band

**In the interior, waves \(e^{\pm ikn}\) have \(E=E_0-2t\cos k\), so the band is \(|E-E_0|\le2t\), or \(|x|\le2\). Show that no Tamm state has its energy there, edges included.**

**Solution.** Consider the quantity

\[
Q_n=\psi_n^2+\psi_{n+1}^2-x\psi_n\psi_{n+1}.
\]

Its change from one pair of sites to the next is

\[
\begin{aligned}
Q_n-Q_{n-1}&=\psi_{n+1}^2-\psi_{n-1}^2-x\psi_n(\psi_{n+1}-\psi_{n-1})\\
&=(\psi_{n+1}-\psi_{n-1})(\psi_{n+1}+\psi_{n-1}-x\psi_n)=0,
\end{aligned}
\]

where the last factor vanishes by (1). Thus \(Q_n\) is the same number \(Q\) all along the chain. In a normalizable state \(\psi_n\to0\), so \(Q=0\).

For \(|x|<2\), completing the square gives

\[
Q=\left(\psi_n-\tfrac{x}{2}\psi_{n+1}\right)^2+\left(1-\tfrac{x^2}{4}\right)\psi_{n+1}^2 .
\]

Both terms are non-negative and the second coefficient is positive. Hence \(Q=0\) forces \(\psi_{n+1}=\psi_n=0\), and there is no state.

For \(x=\pm2\), \(Q=(\psi_n\mp\psi_{n+1})^2\). Now \(Q=0\) gives \(\psi_{n+1}=\pm\psi_n\). The magnitude never decays, so the sum of squares diverges unless \(\psi=0\). Any Tamm state must therefore have \(|x|>2\).

## (c) The condition and the energy

**Solve the equations outside the band. For which \(U\) does a Tamm state exist, how many are there, and at what energy?**

**Solution.** Put \(\psi_n=\lambda^n\) in (1) and divide by \(\lambda^{n}\):

\[
\lambda+\frac1\lambda=x,\qquad \lambda^2-x\lambda+1=0 .
\]

For \(|x|>2\) the discriminant \(x^2-4\) is positive, so the roots are real and distinct. Their product is 1, so one has magnitude below 1 and the other above. Call the smaller one \(\lambda\). The general solution \(A\lambda^n+B\lambda^{-n}\) is normalizable only if \(B=0\), so \(\psi_n=\psi_0\lambda^n\).

The end equation (2) now reads \(E-E_0=U-t\lambda\). The definition of \(x\) gives \(E-E_0=-t\lambda-t/\lambda\). Equating the two,

\[
U=-\frac t\lambda,\qquad \lambda=-\frac tU .
\]

The requirement \(|\lambda|<1\) is therefore

\[
\boxed{|U|>t},
\]

and inserting \(\lambda\) into \(E=E_0+U-t\lambda\) gives

\[
\boxed{E=E_0+U+\frac{t^2}{U}} .
\]

Conversely, if \(|U|>t\), the amplitudes \((-t/U)^n\) are normalizable. They satisfy (2) with this energy, and they satisfy (1) because \(-t(\lambda+1/\lambda)=t^2/U+U\). The condition is thus necessary and sufficient, and since \(U\) fixes \(\lambda\), there is one Tamm state. It lies below the band for \(U<0\) and above it for \(U>0\).

The solution at the band edge shows why a weak attraction fails. Take \(U<0\) and \(E=E_0-2t\), so \(x=2\). Equation (2) gives \(\psi_1/\psi_0=2-|U|/t\), and (1) says that successive differences are equal. Hence

\[
\psi_n=\psi_0\left[1+n\left(1-\frac{|U|}{t}\right)\right].
\]

For \(|U|<t\) this wave rises away from the end, because the missing neighbour acts like a wall. At \(|U|=t\) it is flat. A larger \(|U|\) bends it downward, and a decaying state can then form below the edge.

## (d) Depth and extent

**Find the distance of the level from the nearer band edge, the probability on each site, the decay length and the mean site index. Examine both limits of \(|U|/t\).**

**Solution.** The level is \(|U|+t^2/|U|\) from the band centre, and the edge is \(2t\) from it. The difference is

\[
\Delta=|U|+\frac{t^2}{|U|}-2t=\frac{(|U|-t)^2}{|U|}. \tag{3}
\]

Since \(\sum_n\lambda^{2n}=1/(1-\lambda^2)\), the normalized probabilities are

\[
P_n=(1-\lambda^2)\lambda^{2n},\qquad P_0=1-\frac{t^2}{U^2}.
\]

Writing \(\lambda^{2n}=e^{-na/\ell}\) defines the decay length of the probability:

\[
\ell=\frac{a}{2\ln(|U|/t)} .
\]

With \(r=\lambda^2\) and \(\sum_n nr^n=r/(1-r)^2\), the mean index is

\[
\langle n\rangle=(1-r)\frac{r}{(1-r)^2}=\frac{\lambda^2}{1-\lambda^2}.
\]

Just above threshold, let \(|U|=t(1+\delta)\) with \(\delta\ll1\). To leading order \(\Delta\simeq t\delta^2\), \(P_0\simeq2\delta\) and \(\ell\simeq a/(2\delta)\): the state is shallow and wide. For \(|U|\gg t\), \(P_0\to1\), and the energy is \(E_0+U\) plus the small term \(t^2/U\), the second-order repulsion between the end orbital and its neighbour.

## (e) Where the end-site weight comes from

**The squared end-site amplitudes of all eigenstates must add to 1. Find the share held by the band states.**

**Solution.** Let \(u=U/t\). Equation (2) has the form of (1) at \(n=0\) if we introduce a fictitious amplitude obeying \(-t\psi_{-1}=U\psi_0\). The band states

\[
\psi_n=\sin k(n+1)+u\sin kn
\]

satisfy this, since \(\psi_0=\sin k\) and \(\psi_{-1}=-u\sin k\). They are the imaginary part of \(e^{ikn}(e^{ik}+u)\), so their squared wave amplitude is \(D=1+u^2+2u\cos k\).

On a long chain of \(N\) sites the norm is \(ND/2\) and the spacing of \(k\) is \(\pi/N\), both to leading order in \(N\). The total band weight on the end site is

\[
W=\frac N\pi\int_0^\pi\frac{\sin^2k}{ND/2}\,dk=\frac2\pi\int_0^\pi\frac{\sin^2k}{D}\,dk .
\]

For \(|u|<1\), the geometric series \(\sum_{m\ge1}(-u)^{m-1}e^{imk}=e^{ik}/(1+ue^{ik})\) has imaginary part \(\sin k/D\). Thus

\[
\frac{\sin k}{D}=\sum_{m\ge1}(-u)^{m-1}\sin mk .
\]

After multiplication by \(\sin k\) and integration, only \(m=1\) survives, with value \(\pi/2\), so \(W=1\). At \(u=\pm1\), \(\sin^2k/D=(1\mp\cos k)/2\), and again \(W=1\). For \(|u|>1\), write \(D=u^2(1+u^{-2}+2u^{-1}\cos k)\). The bracket is the previous case with \(u\) replaced by \(1/u\), so \(W=1/u^2\).

The band therefore holds all the weight up to threshold. Beyond it the missing part, \(1-t^2/U^2\), is the \(P_0\) of part (d).

## (f) Numbers for a hafnia interface

**Model the conduction band of hafnia, HfO\(_2\), beside a metal gate by \(t=0.50\) eV and \(a=0.33\) nm. A whole interface plane of hafnium sites is lowered by 1.00 eV. Evaluate the results, with \(E_0=0\).**

**Solution.** These are rough model values. Near the bottom, \(-2t\cos qa\simeq-2t+ta^2q^2\); comparison with \(\hbar^2q^2/2m\) gives \(m=\hbar^2/(2ta^2)=0.70\) electron masses.

The band runs from \(-1.00\) to \(1.00\) eV. Since \(|U|/t=2\), a state exists, with

\[
E=-1.00-\frac{0.50^2}{1.00}=-1.25\ \text{eV},
\]
\[
\Delta=\frac{(1.00-0.50)^2}{1.00}=0.25\ \text{eV}\quad(24\ \text{kJ/mol}).
\]

The amplitude ratio is \(\lambda=0.50\), so sites 0, 1 and 2 hold probabilities 0.75, 0.19 and 0.05. The decay length is \(0.33/(2\ln2)=0.24\) nm, less than one spacing, and \(\langle n\rangle=0.25/0.75=0.33\).

Numerical diagonalization of a 400-site chain shows the threshold. With \(|U|/t=0.95\) or 1.00 no level lies outside the band. With 1.05 one does, at \(-1.00119\) eV, and (3) gives the same depth, \(0.025^2/0.525=0.00119\) eV.

## (g) A plane of atoms or a single atom

**Put the chain into a simple cubic crystal with hopping \(-t\) in all directions. Does the criterion survive for a shifted surface plane, and for one shifted surface atom?**

**Solution.** For a uniformly shifted plane the in-plane wave vector is conserved. In-plane motion adds \(-2t(\cos k_x+\cos k_y)\) equally to the level and to the chain band, so the criterion and the 0.25 eV depth hold at each wave vector. The levels form a surface band. With the values of part (f), only a pocket near \(k_x=k_y=0\), where \(t(k_x^2+k_y^2)<0.25\) eV, lies below the bottom of the bulk band; it holds about 4% of the surface states. The rest overlap in energy with bulk states of other wave vectors, and roughness would mix them.

For one atom, let \(H_0\) be the unshifted crystal and \(|0\rangle\) the surface orbital. The eigenvalue equation \((E-H_0)\psi=U|0\rangle\psi_0\), solved for \(\psi\) and projected on \(|0\rangle\), gives

\[
1=U\,G(E),\qquad G(E)=\langle0|(E-H_0)^{-1}|0\rangle .
\]

Below the band \(G\) is negative, and \(|G|\) grows as \(E\) rises to the band bottom. The smallest binding shift is thus \(1/|G|\) at the bottom.

For a chain, removing the end site leaves an identical chain, so \(G=1/(E-t^2G)\), or \(t^2G^2-EG+1=0\). At an energy \(w\) below the chain centre, the root that vanishes for large \(w\) is

\[
G=-\frac{w-\sqrt{w^2-4t^2}}{2t^2}.
\]

At \(w=2t\), \(|G|=1/t\), which recovers the threshold \(|U|=t\). In the crystal, the band bottom lies \(w=t(6-2\cos k_x-2\cos k_y)\) below the centre of the chain belonging to each in-plane wave vector. Averaging \(G\) numerically over these wave vectors gives a threshold of \(4.8t=2.4\) eV. A 1 eV shift that binds a state to a whole plane binds none to a single atom.

## (h) Metal, image force and field

**Estimate how the metal, the image force and an oxide field of 2 MV/cm change the result of part (f).**

**Solution.** *Metal contact.* Join the end site by hopping 0.50 eV to the end of a metal chain with hopping \(t_m=2.00\) eV, and suppose that the level lies near the metal band centre. There the quadratic for \(G\) gives \(t_m^2G^2=-1\), and the decaying solution is \(G=-i/t_m\). Eliminating the metal adds \(-i\gamma\) to the end-site energy, with \(\gamma=0.50^2/2.00=0.125\) eV. The algebra of part (c) holds with \(U\to U-i\gamma\):

\[
z=U-i\gamma+\frac{t^2}{U-i\gamma},
\]
\[
-2\,\mathrm{Im}\,z=2\gamma\left(1-\frac{t^2}{U^2+\gamma^2}\right)=0.19\ \text{eV}.
\]

This full width is comparable with the 0.25 eV depth. In direct contact the Tamm state is a broad resonance; a sharp level needs a much weaker coupling, such as a barrier layer would give.

*Image force.* An electron at distance \(d\) from a metal, in a medium of fast permittivity \(\varepsilon=4\), has energy \(-e^2/(16\pi\varepsilon_0\varepsilon d)\). Place the image plane one spacing before the end site and count the end site's own image energy in \(U\). Site 1 is then lowered by 0.14 eV, and diagonalizing a long chain with this tail moves the level down by 0.034 eV. The tail alone, with \(U=0\), binds its lowest state by 0.030 eV. A \(1/d\) tail binds an unending series of ever shallower levels for either sign of \(U\), so neither the threshold \(|U|=t\) nor the uniqueness of part (c) survives; both assume that only the end site is shifted. The numbers depend on the assumed image plane: placed half a spacing before the end site, it gives 0.046 eV in place of 0.034 and about 0.04 eV in place of 0.030.

*Oxide field.* A field of 2 MV/cm changes the energy by 0.066 eV per site. If it pushes the electron towards the interface, first order gives a rise of \(0.066\times0.33=0.022\) eV; diagonalization gives 0.019 eV. With the opposite polarity the electron can tunnel into the band. Let the potential fall over ten sites and then stay flat, with an outgoing wave beyond. The numerical solution has a width of 8.3 meV, which means a lifetime \(\hbar/(8.3\ \text{meV})\) of about 80 fs. Following the decay of the initial state in time gives the same width. The second digit depends on the assumed ramp: for ramps of 6 to 25 sites the width varies between about 7 and 9 meV, and adding the image tail to the ten-site ramp raises it to about 12 meV.

## (i) How far the model applies to hafnia

**Which other assumptions matter for a real gate stack?**

**Solution.** Hafnia is not simple cubic, and its conduction band comes from several hafnium d orbitals, so a single hopping \(t\) describes it only crudely. The shift \(U\) is likewise an assumed value. With \(U\) and \(a\) fixed, raising \(t\) to 0.75 eV (mass 0.47) cuts the depth from 0.25 to 0.06 eV. At \(t=1.00\) eV (mass 0.35) the state is gone. The binding in the example thus rests on the assumed values of \(t\) and \(U\), and should not be read as a prediction for hafnia.

The valence band is also left out. As a scale, couple a level at zero to one 5.7 eV below it, a rough value of the gap, by \(t\): the upper level rises by 0.04 eV.

The lattice response is larger. Second-order perturbation theory with the standard Fröhlich coupling to a polar phonon of energy \(\hbar\omega\) lowers a band electron by

\[
E_p=\frac{e^2}{8\pi\varepsilon_0}\left(\frac1{\varepsilon}-\frac1{\varepsilon_s}\right)\sqrt{\frac{2m\omega}{\hbar}} .
\]

For \(\hbar\omega=0.05\) eV, \(\varepsilon=4\) and static permittivity \(\varepsilon_s=20\), this is 0.14 eV. That is nearly three phonon energies, so the coupling is of intermediate strength. The formula also treats the lattice as a continuum with a single phonon energy, so for hafnia the figure is only a scale. The bound electron is also lowered, by an amount not calculated here, so \(E_p\) is not a correction to \(\Delta\).

Thermal filling of a sharp level is negligible, although phonons would also broaden the level, and more so as the temperature rises. With the Fermi level 2.2 eV below the band edge, the state lies 1.95 eV above it. At 358 K, where \(k_BT=0.031\) eV, its thermal occupation is of order \(10^{-28}\). This figure does not apply in direct contact, where the broadened level has a tail reaching the Fermi level.

In this model, whether a distinct Tamm level exists depends strongly on the ratio \(|U|/t\), in which both quantities are assumed here, and on how strongly the end site is coupled to the metal. The estimates rest on separate models and should not be added together.
